# Locating Poorly Purged Reactor Regions with a Steady Mean-Age Solve

## A region much older than the turnover time

A flat cross-flow deposition reactor holds 1084 cm³ of gas and is purged at 4174 cm³/s. Its turnover time is therefore 1084/4174 s, or 260 ms. A dilute precursor at the end of a side pocket nevertheless has a mean age of about 690 ms. The pocket contains 60 cm³, less than 6% of the volume. One linear steady problem yields this age, together with a map of the poorly purged regions and an upper bound on the residue at later times.

## From the purge transient to a steady equation

Let the carrier have steady velocity $\mathbf u$ and density $\rho$, with $\nabla\cdot(\rho\mathbf u)=0$. At $t=0$ the reactor is full of residual gas, and the gas fed afterwards contains none. Let $c(\mathbf x,t)$ be the residual mass fraction divided by its initial value, so $c(\mathbf x,0)=1$. For a dilute species with diffusivity $D$ and no retention on the walls,

$$
\rho\,\frac{\partial c}{\partial t}=-Lc,\qquad
Lc=\nabla\cdot(\rho\mathbf u c-\rho D\nabla c).
$$

At the inlet the total residual flux is zero, $\mathbf n\cdot(\rho\mathbf u c-\rho D\nabla c)=0$. At walls $\mathbf n\cdot\mathbf u=0$ and $\mathbf n\cdot\nabla c=0$; at the outlet $\mathbf n\cdot\nabla c=0$. The reactor is connected, $D>0$, and the throughput is nonzero, so $c\to0$ at long times.

Define $a(\mathbf x)=\int_0^\infty c\,dt$. Since $L$ does not depend on time, integrating the transport equation gives

$$
\rho\,[c(\mathbf x,\infty)-c(\mathbf x,0)]=-La
\quad\Longrightarrow\quad -\rho=-La
\quad\Longrightarrow\quad La=\rho .
$$

The boundary conditions are linear and homogeneous, so $a$ inherits them. For uniform density, division by $\rho$ and $\nabla\cdot\mathbf u=0$ give the unit-source form

$$
\mathbf u\cdot\nabla a-\nabla\cdot(D\nabla a)=1.
$$

With nonuniform temperature the conservative equation needs the source $\rho$. This was tested in a channel of unit length with $\rho=1/(1+x)$, unit mass flux and $\rho D=0.1(1+x)^{0.75}$. The source $\rho$ reproduced the time integral of a computed purge to 0.003%. A unit source in the same conservative equation made the outlet age 44% too large. The reason is the total source: $\int_0^1\rho\,dx=\ln2$, and $1/\ln2=1.44$.

**Why this is an age.** Imagine the same species fed steadily at its initial mass fraction. At time $t$, the fraction $1-c(\mathbf x,t)$ of its molecules at $\mathbf x$ entered after time zero. The remaining fraction $c$ has been inside for longer than $t$. Because the flow is steady, $c(\mathbf x,t)$ is the probability that the local age exceeds $t$. The age density is $-\partial c/\partial t$, and its mean is

$$
\int_0^\infty t\left(-\frac{\partial c}{\partial t}\right)dt
=[-tc]_0^\infty+\int_0^\infty c\,dt=a,
$$

where the boundary term vanishes because $c$ decays exponentially. This age belongs to a species with diffusivity $D$; carrier molecules, with a different diffusivity, have a different age.

**Outlet check.** Integrate $La=\rho$ over the reactor and apply the divergence theorem. The inlet and wall fluxes vanish, and the outlet flux is purely advective:

$$
\int_{\rm out}\rho\,u_n a\,dS=\int\rho\,dV.
$$

At uniform density the flow-weighted outlet age is thus $V/Q$, where $Q$ is the volume flow. A pocket enters this average only through its volume, however poorly it is purged, so an outlet mean cannot reveal where the old gas sits.

## Two solvable cases

**Straight channel.** For constant $u$ and $D$ on $0<x<L_c$, the equation is $ua'-Da''=1$. It is first order in $a'$, with solution $a'=1/u+Be^{ux/D}$. The outlet condition $a'(L_c)=0$ gives $B=-e^{-uL_c/D}/u$, so

$$
a'=\frac1u\left[1-e^{-u(L_c-x)/D}\right].
$$

Integration from the inlet gives

$$
a=a(0)+\frac{x}{u}-\frac{D}{u^2}
\left[e^{-u(L_c-x)/D}-e^{-uL_c/D}\right].
$$

The inlet condition $ua(0)=Da'(0)$ gives $a(0)=(D/u^2)(1-e^{-uL_c/D})$. The terms containing $e^{-uL_c/D}$ cancel, leaving

$$
a(x)=\frac{x}{u}+\frac{D}{u^2}\left[1-e^{-u(L_c-x)/D}\right].
$$

For a long channel, far from the outlet, this becomes $x/u+D/u^2$. In units with $u=D=1$, simulated particles found between $x=1.5$ and $2.5$ had a mean time since entry of 3.008; the formula averages to 3. In the opposite limit, $uL_c/D\ll1$, expansion of the exponential to second order gives $a\simeq L_c/u-(L_c-x)^2/(2D)$. The age is then nearly uniform, as in a stirred tank.

**Dead pocket.** Let $y$ run from the mouth of a pocket to its closed end at $y=d$, let $v$ be the velocity along $y$, and let $\langle\cdot\rangle$ average over the width $w$. The source between $y$ and $d$ must leave through the section at $y$, whose outward normal points toward the mouth:

$$
w(d-y)=w\left(-\langle va\rangle+D\frac{d\langle a\rangle}{dy}\right).
$$

Where the flow term is negligible, $D\,d\langle a\rangle/dy=d-y$. Integration from $y$ to $d$ gives

$$
\langle a\rangle(d)-\langle a\rangle(y)=\frac{(d-y)^2}{2D}.
$$

The rise is quadratic in depth and does not contain the feed rate.

## What age says about purge time

Age is an integral over the residue curve, so it does not fix the time to reach a chosen purity. It does bound that time.

The purge evolution keeps nonnegative data nonnegative. At a negative interior minimum, $\nabla c=0$ and diffusion raises $c$. At the inlet, with $x$ pointing inward, $uc=D\,\partial c/\partial x$; a negative $c$ would decrease further inward, so the minimum is not there. Walls and outlet add no negative flux. The same reasoning applied to $1-c$ gives $c\le1$. Since $c(\cdot,h)\le c(\cdot,0)$, evolving both for a further time $t$ gives $c(\cdot,t+h)\le c(\cdot,t)$: the residue never rises.

Define the moments

$$
M_n=\int_0^\infty\frac{t^{n-1}}{(n-1)!}\,c\,dt,\qquad M_1=a .
$$

For $n\ge2$, using $Lc=-\rho\,\partial_t c$ and integrating by parts gives $LM_n=\rho M_{n-1}$. Solving $Lw=\rho f$ amounts to evolving the initial field $f$ and integrating over time, so a larger $f$ gives a larger $w$. Let $A=\max a$. From $M_1\le A$ follows $M_2\le Aa$, because $a$ is the response to $f=1$. Repetition gives $M_n\le A^{n-1}a$.

For $0<\theta<1/A$, summing the moments gives

$$
\theta\int_0^\infty e^{\theta t'}c(\mathbf x,t')\,dt'
=\sum_{n=1}^{\infty}\theta^nM_n
\le\frac{\theta a}{1-\theta A}.
$$

Because $c$ does not rise, the left side is at least $c(\mathbf x,t)\,\theta\int_0^t e^{\theta t'}dt'=c(\mathbf x,t)(e^{\theta t}-1)$. For $t>A$, choose $\theta=1/A-1/t$. Then $1-\theta A=A/t$, $\theta t=t/A-1$, and $\theta/(1-\theta A)=(t/A-1)/A$. Therefore

$$
c(\mathbf x,t)\le\frac{a(\mathbf x)}{A}\,\frac{s}{e^s-1},
\qquad s=\frac tA-1>0.
$$

A reactor only partly filled at $t=0$ starts with a smaller field and obeys the same bound.

At late times the slowest mode dominates, $c\simeq C\phi(\mathbf x)e^{-\lambda t}$. Every point then decays at the same rate, and regions differ through the amplitude $\phi$. The bound falls as $s\,e^{-s}$, which requires $\lambda\ge1/A$.

## Discretization and its errors

The example uses the gap-averaged flow between plates separated by $h$. With $z$ measured from mid-gap and no slip at $z=\pm h/2$, the viscous balance $\mu\,d^2\mathbf u/dz^2=\nabla p$ gives $\mathbf u=(\nabla p/2\mu)(z^2-h^2/4)$. The average of $z^2$ is $h^2/12$, so the mean velocity is $-(h^2/12\mu)\nabla p$. Incompressibility then gives $\nabla^2p=0$. The inlet flux is uniform across its slot, and the outlet pressure is uniform.

Consider two neighbouring cells $i,j$ whose centres are $\delta$ apart, with face area $S$. Let $q$ be the volume flow from $i$ to $j$, $g=DS/\delta$ and $P=q/g$. If the flux $F$ is constant between the centres, the profile is $a=F/q+Be^{P\xi}$ for $0\le\xi\le1$. The end values give $B=(a_j-a_i)/(e^P-1)$, hence

$$
F=q(a_i-B)=q\,\frac{e^Pa_i-a_j}{e^P-1}
=g[\beta(-P)a_i-\beta(P)a_j],\quad \beta(z)=\frac{z}{e^z-1}.
$$

The algorithm is:

1. Solve for pressure and form the conservative face flows $q$.
2. Assemble the net outward fluxes into a matrix $K$. Inlet faces contribute zero, and outlet faces contribute $q_{\rm out}a_i$.
3. Solve $Ka=V$, where $V_i$ are the cell volumes.
4. Map $a$, find $A$, and evaluate the transient bound.

Since $\beta>0$, the off-diagonal entries of $K$ are nonpositive. Since $\beta(-P)-\beta(P)=P$, each row sum is the net flow leaving through non-inlet faces, which equals the inlet flow into that cell and is nonnegative. With all cells connected to the inlet, $K^{-1}$ has no negative entries, so the comparison argument survives discretization.

**Numerical diffusion.** The flux can be rewritten as

$$
F=q\,\frac{a_i+a_j}{2}-g\,\frac P2\coth\frac P2\,(a_j-a_i).
$$

Relative to central differencing, the diffusivity is multiplied by $(P/2)\coth(P/2)\simeq1+P^2/12$ for small $P$. This factor makes source-free exponential profiles exact, but on smooth source-driven profiles it acts as added diffusion. On the 0.5 cm grid, the mean chamber speed of 130 cm/s gives $P=130\times0.5/154.5=0.42$ and an addition of 1.5%. At the inlet and outlet slots, the mean speed of 696 cm/s gives $P=2.25$ and an addition near 39%. The addition is larger at the edges of the outlet slot, where the speed peaks, and smaller away from the slots, where the flow is slower.

**What each check can detect.** For the straight channel with $uL_c/D=5$ and 200 cells, the largest relative error was 0.005%. In the reactor, halving the cell size lowered $A$ from 693 to 690 ms, a change of 0.4%. Two grids do not establish a convergence order, so 0.69 s is a suitable precision. The outlet identity gave 259.7 ms on both sides; it checks conservation and would hold on a coarse grid too.

A separate transient was integrated to $12A$ with a second-order implicit method. Its time-integrated residue differed from the steady age by at most 0.003% of $A$. Both calculations share $K$, so this tests the time-integral identity, not the spatial error.

## Worked reactor

The chamber is 32 × 32 cm with a 1 cm gap. Inlet and outlet slots, each 6 cm wide, are centred on opposite sides at $x=0$ and $x=32$ cm. A pocket 6 cm wide and 10 cm deep opens from the wall $y=32$ cm, starting at $x=20$ cm. The feed is 200 standard cm³/min, referred to 1 atm and 273.15 K, at 1 Torr and 450 K:

$$
Q=\frac{200}{60}\times760\times\frac{450}{273.15}
=4174\ \mathrm{cm^3/s}.
$$

A rough diffusivity of 0.10 cm²/s at 1 atm and 300 K, scaled as $T^{1.75}/p$, gives $D=0.10\times760\times1.5^{1.75}=154.5$ cm²/s. A diffusivity 20% lower or higher would change $A$ to about 0.77 or 0.63 s, so this input limits the accuracy more than the grid does. The chosen value suits a heavy precursor such as trimethylaluminium, for which a kinetic-theory estimate gives about 144 cm²/s; water vapour diffuses more than twice as fast, about 360 cm²/s, which would give $A\approx0.47$ s without wall retention. At the inlet $D/u=0.22$ cm, much less than the slot width, which supports neglecting back-diffusion into the feed. The table lists results on the 0.5 cm grid; the digits are kept for comparing entries and do not represent physical accuracy, since the uncertain diffusivity and the neglected side-wall drag already affect the second digit.

| Location | Mean age (ms) | Time to 1% (ms) |
|---|---:|---:|
| Inlet jet | 12 | 36 |
| Chamber centre | 92 | 254 |
| Inlet-side corner | 143 | 430 |
| Outlet-side corner | 350 | 732 |
| Pocket mouth | 411 | 1690 |
| Pocket end | 691 | 2094 |

The opening discrepancy now has two parts: gas at the pocket mouth is already older than $V/Q$, and a further 280 ms accumulates toward the end. In the inner half, the row averages lie 4.75 and 0.25 cm from the closed end. The diffusion law predicts $(4.75^2-0.25^2)/(2\times154.5)$ s, or 72.8 ms; the solve gives 72.7 ms. Between rows 9.75 and 0.25 cm from the end it predicts 307 ms, against 293 ms computed. By the pocket balance, that deficit measures $\langle va\rangle<0$: flow near the mouth carries younger gas in and older gas out.

Age and 1% purge time select the same worst cell, and their rank correlation is 0.991. Of the worst 5% of cells by one measure, 98% are also among the worst 5% by the other (96% on a 0.25 cm grid). The agreement is not proportionality. The pocket mouth is 18% older than the outlet-side corner but takes 2.3 times as long to reach 1%. Old gas diffusing out through the mouth is a plausible cause of this longer tail, though its contribution was not isolated. Over all cells on this grid, purge time divided by age runs from 2.1 to 6.3; the upper end occurs in the first cell at the edge of the inlet slot, depends on the discretization and exceeds 7 on the 0.25 cm grid. More than 1 cm from the inlet wall the largest ratio is 5.3 on both grids.

For a 1% residue the bound requires $s/(e^s-1)=0.01$, so $s=6.47$ and $t=A(1+s)=5.18$ s. The actual slowest time is 2.10 s. The guarantee is thus conservative by a factor of 2.5, and it held in every cell at all stored times later than $1.001A$. The late decay rate is 2.60 s⁻¹, above the guaranteed $1/A=1.44$ s⁻¹.

**Changing the operating point.** At fixed pressure, temperature and geometry, doubling the feed halves $V/Q$ but lowers $A$ only to 498 ms, or 72% of its former value, because diffusion in the pocket is not accelerated. At fixed standard feed, temperature and geometry, halving the pressure doubles both $\mathbf u$ and $D$. The whole operator doubles, so every age halves in this model. Both changes demand the same doubled volume flow from the pump; the lower pressure helps the pocket more.

## Relation to a real reactor

The carrier conditions are rough typical values for thermal alumina deposition with a nitrogen purge; the pocket is deliberately deep. The assumption most exposed in practice is the absence of wall retention. At an assumed precursor pressure of 0.05 Torr, the gas in half the gap amounts to about $5.4\times10^{14}$ molecules per cm² of wall. An assumed reversible coverage of $10^{14}$ cm⁻² on the two plates, with the side walls ignored, proportional to gas concentration and in fast equilibrium with it, multiplies storage and age by 1.19, taking $A$ to about 0.82 s. Slow desorption is outside this estimate and can lengthen the tail further.

Other neglected effects are smaller or local. Inertia is 4% of viscous drag at the inlet, and the pressure drop is 1.7% of the operating pressure. Wall slip, about 5%, changes the pressure drop at fixed feed but not the flow pattern, provided the gap is uniform. Dispersion across the gap adds 10% to the diffusivity at the inlet speed and 0.3% at the mean chamber speed. A 10 K rise changes $D$ by 4%. Side-wall drag has a scale of 10% in the pocket; with no pocket flow at all, $A$ rises to 745 ms, or by 7.5%. The numerical output lists the underlying values. The same drag also acts along the chamber walls that feed the pocket mouth. An approximate gap-averaged flow with no slip on all side walls raises $A$ by about 4%, to 0.72 s, the pocket-mouth age by about 5% and the inlet-side corner age by about 8%.

## Computed values

```
Pressure 1.0 Torr; temperature 450 K
Feed 200 sccm; actual flow 4174 cm3/s
Diffusivity at 1 atm, 300 K: 0.10 cm2/s
Diffusivity in reactor: 154.5 cm2/s
Carrier viscosity: 2.40e-05 Pa s
Chamber side 32 cm; gap 1 cm; slots 6 cm
Pocket width 6 cm; depth 10 cm
Pocket starts at x = 20 cm on wall y = 32 cm
Reactor volume: 1084 cm3; cells: 4336
Mean speed: inlet 696, chamber 130 cm/s
Chamber Peclet number: 27.0
Inlet back-diffusion length D/u: 0.22 cm
V/Q: 259.7 ms; outlet age: 259.7 ms
Point (x, y in cm): mean age in ms, time to 1% in ms
  inlet jet (4.25, 16.25): 11.7, 36
  centre (16.25, 16.25): 91.6, 254
  inlet-side corner (0.25, 0.25): 143.0, 430
  outlet-side corner (31.75, 0.25): 349.6, 732
  pocket mouth (23.25, 32.25): 411.3, 1690
  pocket end (23.25, 41.75): 691.3, 2094
Maximum age: 693.0 ms at (25.75, 41.75) cm
Slowest 1% purge: 2095 ms at (25.75, 41.75) cm
Guaranteed 1% purge time from age: 5180 ms
Largest concentration/bound ratio: 0.378
Age-purge rank correlation: 0.991
Overlap of worst 5% of cells: 97.7 %
Purge time/age: 2.09 to 6.33
Late decay rate: 2.602 1/s; 1/A: 1.443 1/s
Steady-transient age difference/A: 0.0026 %
Inner-pocket rise: 72.67 ms; diffusion law: 72.81 ms
Whole-pocket rise: 292.8 ms; d^2/(2D): 323.6 ms
Maximum age at doubled flow: 498.1 ms; ratio 0.719
Maximum age, no pocket flow: 745.1 ms
Maximum age, 0.25 cm grid: 690.1 ms; change -0.41 %
Channel formula error: 0.0052 %
Particle age: 3.008; formula: 3.000 (units D/u^2)
Density-source error: 0.003 %; wrong unit source at outlet: 44.3 %
Inertia/viscous drag at inlet: 4.0 %
Pressure drop: 0.0167 Torr (1.7 % of pressure)
Mean free path: 0.082 mm; slip effect 4.9 %
Side-wall drag scale in pocket: 10.5 %
Gap dispersion: inlet 9.7 %, chamber 0.34 %
Diffusivity change for +10 K: 3.9 %
Assumed precursor pressure 0.05 Torr; reversible coverage 1.0e+14 1/cm2
Wall-retention factor on age: 1.19
```
